# Opposite biases from two chi-square fits of a constant to counts

Suppose that a thin film gives, on average, 100 X-ray counts per reading, and that 400 readings are fitted with one constant. The statistical error of the fit is 0.5 count. If each squared residual is divided by its own observed count, the fit comes out about 1 count low, two standard errors from the truth. If it is divided by the fitted constant instead, and that constant is varied until chi-square is least, the fit comes out about half a count high. Taking more readings shrinks the error bar and leaves both shifts in place. An analyst who does not know of them will report a wrong value with growing confidence.

## Three readings

Let $n_1,\ldots,n_N$ be independent Poisson counts with the same mean $\mu$, and let $c$ be the constant to be fitted. A Poisson count has variance $\mu$, which is unknown, so a chi-square fit needs a substitute for it. Two choices are

$$\chi_N^2(c)=\sum_i\frac{(n_i-c)^2}{n_i},\qquad
\chi_P^2(c)=\sum_i\frac{(n_i-c)^2}{c}.$$

The first, with observed-count weights, is Neyman's chi-square; the second is Pearson's. The subscript $N$ on $\chi^2$ and $c$ stands for Neyman; elsewhere $N$ is the number of readings.

For the first choice the denominators do not depend on $c$, so

$$\frac{d\chi_N^2}{dc}=-2\sum_i\frac{n_i-c}{n_i}=-2\Big(N-c\sum_i\frac1{n_i}\Big)=0
\;\Rightarrow\; c_N=\frac{N}{\sum_i 1/n_i}.$$

This is the harmonic mean. The second derivative, $2\sum_i 1/n_i$, is positive, so it is a minimum. All counts must be positive.

For the second choice, expand the square before differentiating:

$$\chi_P^2=\frac1c\sum_i n_i^2-2\sum_i n_i+Nc,\qquad
\frac{d\chi_P^2}{dc}=-\frac1{c^2}\sum_i n_i^2+N=0.$$

Hence $c_P=\sqrt{\sum_i n_i^2/N}$, the root mean square. The second derivative, $2\sum_i n_i^2/c^3$, is again positive.

The Poisson likelihood supplies a reference. Its logarithm is $\sum_i(n_i\ln c-c)$ plus terms free of $c$. Its derivative, $\sum_i n_i/c-N$, vanishes at the plain mean $\bar n$. Since $E[\bar n]=\mu$, this estimate has no bias, where bias means the expected estimate minus $\mu$.

Take the counts 90, 100 and 110, whose mean is 100. Then

$$c_N=\frac{3}{1/90+1/100+1/110}=99.3311,$$
$$c_P=\sqrt{\frac{8100+10000+12100}{3}}=100.3328.$$

The two fits already lie on opposite sides of the mean, the first about twice as far away as the second.

**Limit: one reading.** For $N=1$ all three estimates equal $n_1$, and no estimate is biased. The shifts therefore come from the scatter between readings.

## The shift is the minimum chi-square

For any number of positive counts, the Neyman objective expands to

$$\chi_N^2(c)=N\bar n-2Nc+c^2\sum_i\frac1{n_i}.$$

At the minimum $c_N\sum_i 1/n_i=N$, so the last term is $Nc_N$ and

$$\chi_{N,\min}^2=N(\bar n-c_N)\;\Rightarrow\; c_N=\bar n-\frac{\chi_{N,\min}^2}{N}.$$

For Pearson, $\sum_i n_i^2=Nc_P^2$ at the minimum, so the first term of the expanded objective is also $Nc_P$:

$$\chi_{P,\min}^2=2N(c_P-\bar n)\;\Rightarrow\; c_P=\bar n+\frac{\chi_{P,\min}^2}{2N}.$$

These are identities for each data set, with no approximation. A sum of squares cannot be negative, so the signs of the two shifts are fixed. For the three counts the minima are 2.0067 and 1.9967, and indeed $100-2.0067/3=99.3311$ and $100+1.9967/6=100.3328$.

A good fit with one free constant has a minimum chi-square near $N-1$. This suggests biases near $-(1-1/N)$ and $+\tfrac12(1-1/N)$. The next step proves it and finds the first correction.

## Any number of large counts

Write $d_i=n_i-\bar n$, so that $\sum_i d_i=0$, and define $m_k=\frac1N\sum_i d_i^k$, $s^2=m_2$ and $p=1/N$. For large $\mu$ the deviations are of order $\sqrt\mu$, small compared with $\bar n$, and

$$\frac1{n_i}=\frac1{\bar n}\left(1-\frac{d_i}{\bar n}+\frac{d_i^2}{\bar n^2}-\frac{d_i^3}{\bar n^3}+\frac{d_i^4}{\bar n^4}-\cdots\right).$$

Averaging over $i$ removes the linear term. The average of $1/n_i$ is $(1+e)/\bar n$, with $e=s^2/\bar n^2-m_3/\bar n^3+m_4/\bar n^4-\cdots$. Inverting with $1/(1+e)=1-e+e^2-\cdots$ gives

$$c_N=\bar n-\frac{s^2}{\bar n}+\frac{m_3}{\bar n^2}-\frac{m_4}{\bar n^3}+\frac{s^4}{\bar n^3}+\cdots.$$

For Pearson the mean of $n_i^2$ is $\bar n^2+s^2$, because the cross term vanishes. Thus

$$c_P=\sqrt{\bar n^2+s^2}=\bar n+\frac{s^2}{2\bar n}-\frac{s^4}{8\bar n^3}+\cdots.$$

The omitted terms have expectations of order $\mu^{-2}$. Counts so far from the mean that the expansion fails have exponentially small probability.

The ratio $s^2/\bar n$ has a random denominator. To average it safely, first hold the total $T=N\bar n$ fixed. The total is Poisson with mean $N\mu$, so

$$P(n_1,\ldots,n_N\,|\,T)=\frac{\prod_i e^{-\mu}\mu^{n_i}/n_i!}{e^{-N\mu}(N\mu)^T/T!}
=\frac{T!}{\prod_i n_i!}\,N^{-T}.$$

This is the distribution of $T$ events dropped independently into $N$ equal boxes. Each $n_i$ is binomial with mean $Tp=\bar n$ and variance $Tp(1-p)=\bar n(1-p)$. Therefore

$$E[s^2|T]=\bar n(1-p),\qquad E\!\left[\frac{s^2}{\bar n}\,\Big|\,T\right]=1-p.$$

The second result does not depend on $T$, so it survives the average over $T$ unchanged, apart from the negligible case $T=0$. The leading biases are $-(1-p)$ and $+(1-p)/2$.

For the next order three more moments are needed. Each $n_i$ is a sum of $T$ independent variables equal to 1 with probability $p$ and 0 otherwise. Third central moments of independent variables add, and each contributes $p(1-p)^3-(1-p)p^3=p(1-p)(1-2p)$. Hence

$$E[m_3|T]=\bar n(1-p)(1-2p).$$

In the fourth moment the dominant terms pair the events in three ways, giving three times the squared variance:

$$E[m_4|T]\simeq3\bar n^2(1-p)^2.$$

For $s^4$, use the Gaussian limit of the $d_i$ at large $T$. Their covariances are $C_{ii}=\bar n(1-p)$ and $C_{ij}=-\bar n p$ for $i\ne j$, and $E[d_i^2d_j^2]=C_{ii}C_{jj}+2C_{ij}^2$. The sum of squared covariances is

$$\sum_{ij}C_{ij}^2=\bar n^2\left[N(1-p)^2+N(N-1)p^2\right]=\bar n^2N(1-p),$$

since $N(N-1)p^2=1-p$ and $N(1-p)=N-1$. Dividing the full sum by $N^2$,

$$E[s^4|T]\simeq\bar n^2\left[(1-p)^2+2p(1-p)\right]=\bar n^2(1-p)(1+p).$$

The three correction terms in $c_N$ now add to

$$\frac{1-p}{\bar n}\left[(1-2p)-3(1-p)+(1+p)\right]=-\frac{(1-p)(1-2p)}{\bar n}.$$

To this order $E[1/\bar n]$ may be replaced by $1/\mu$. The results are

$$E[c_N]-\mu=-(1-p)\left[1+\frac{1-2p}{\mu}\right]+O(\mu^{-2}),$$
$$E[c_P]-\mu=(1-p)\left[\frac12-\frac{1+p}{8\mu}\right]+O(\mu^{-2}).$$

For many large counts these become $-1$ and $+\tfrac12$.

**Limit: two readings.** Here $c_N=2n_1n_2/(n_1+n_2)=\bar n-s^2/\bar n$ without further terms. Its mean shift from $\bar n$, given any $T>0$ and with $c_N$ set to zero if one count is zero, is exactly $-\tfrac12$. The general formula agrees: at $p=\tfrac12$ its $1/\mu$ correction vanishes.

**Test: three readings.** For $\mu=100$ the formulas give $-0.66889$ and $+0.33222$ count. Direct summation over the possible triples of counts gives $-0.66890$ and $+0.33223$.

## Infinitely many readings

With $\mu$ fixed and $N$ growing without limit, sample averages become expectations, and the large-$N$ result can be reached by another road. One caution comes first: at fixed $\mu$ a zero count eventually appears, and Neyman's weight is then undefined. The limit must be taken among positive counts. For finite $N$ the exclusion is harmless if $N\mu e^{-\mu}\ll1$.

Repeated subtraction of fractions gives

$$\frac1n=\frac1{n+1}+\frac1{(n+1)(n+2)}+\frac{2}{(n+1)(n+2)(n+3)}+\cdots,$$

where the next numerator is $3!=6$. A Poisson average of such a product is simple:

$$E\!\left[\frac1{(n+1)\cdots(n+k)}\right]=\sum_{n\ge0}\frac{e^{-\mu}\mu^n}{(n+k)!}\simeq\mu^{-k},$$

up to exponentially small terms, which also cover the exclusion of $n=0$. Hence

$$c_N\to\frac{1}{E[1/n\,|\,n>0]}=\frac{\mu}{1+\mu^{-1}+2\mu^{-2}+6\mu^{-3}+\cdots}.$$

Let the reciprocal of the denominator be $1+b_1/\mu+b_2/\mu^2+b_3/\mu^3+\cdots$. Requiring the product to be 1 gives $b_1=-1$, $b_2=-2-b_1=-1$ and $b_3=-6-2b_1-b_2=-3$. So

$$c_N\to\mu-1-\frac1\mu-\frac3{\mu^2}-\cdots.$$

For Pearson, $E[n^2]=\mu^2+\mu$, and

$$c_P\to\sqrt{\mu^2+\mu}=\mu+\frac12-\frac1{8\mu}+\frac1{16\mu^2}-\cdots.$$

Both agree with the finite-$N$ formulas at $p=0$. The Neyman series is asymptotic, not convergent: its coefficients grow like factorials, so only the first terms are useful, and only for large $\mu$. At $\mu=10$ the three bias terms shown give $-1.130$ against the true $-1.152$. Summing the Poisson distribution numerically gives these biases, in counts:

| $\mu$ | Neyman | Pearson |
|---:|---:|---:|
| 25 | −1.04588 | +0.49510 |
| 100 | −1.01031 | +0.49876 |
| 400 | −1.00252 | +0.49969 |

The biases do not fade as the counts grow; they settle at $-1$ and $+\tfrac12$. What fades is the bias relative to $\mu$.

## Where each bias comes from

The Neyman estimate is a weighted mean with weights $w_i=1/n_i$. A reading that fluctuated low receives more weight than one that fluctuated high. Let a reading be $n=\mu+\delta$, with $E[\delta]=0$ and a general variance $V$. To first order $w\simeq(1-\delta/\mu)/\mu$, so for many readings

$$c_N-\mu\to\frac{E[w\delta]}{E[w]}\simeq-\frac{V}{\mu}.$$

Pearson's weights are equal across readings, so this mechanism is absent. The cause lies in the derivative of the denominator:

$$\frac{d\chi_P^2}{dc}=-\frac2c\sum_i(n_i-c)-\frac1{c^2}\sum_i(n_i-c)^2=0.$$

The first term alone would give $c=\bar n$. The second is negative: raising $c$ enlarges the denominator and so lowers chi-square. Solving for the shift,

$$c-\bar n=\frac1{2c}\,\frac1N\sum_i(n_i-c)^2\simeq\frac{V}{2\mu}.$$

If the denominator is frozen at an earlier value during the minimisation, the second term disappears and the fit returns $\bar n$, whatever positive value was frozen. Numerical minimisation on the three counts above did return 100.

These laws need $V\ll\mu^2$ and higher moments small enough for the expansion. For Poisson counts $V=\mu$, which gives $-1$ and $+\tfrac12$. As $V\to0$ all readings agree and both biases vanish.

**Test: extra scatter.** Let the mean of each reading be 90 or 110 with equal probability. The overall mean is 100, and the variance is the average Poisson variance plus the variance of the means, $100+100=200$. The laws predict $-2$ and $+1$; direct sums give $-2.0208$ and $+0.9950$. The biases have doubled although the mean count is the same.

## When the bias matters

The plain mean has standard error $\sqrt{\mu/N}$. The other estimates add the fluctuation of $s^2/\bar n$, whose variance at fixed $T$ is about $(1-p^2)-(1-p)^2=2p(1-p)\simeq2/N$. Its mean does not depend on $T$, so it is uncorrelated with $\bar n$. The variances are therefore about $(\mu+2)/N$ for Neyman and $(\mu+\tfrac12)/N$ for Pearson, and $\sqrt{\mu/N}$ serves for both at large $\mu$. For many readings,

$$\frac{|\text{bias}|}{\text{standard error}}\simeq\sqrt{\frac N\mu}\ \text{(Neyman)},\qquad
\frac12\sqrt{\frac N\mu}\ \text{(Pearson)}.$$

Bias and standard error are equal near $N=\mu$ and $N=4\mu$ respectively.

Now hold the expected total $M=N\mu$ fixed and change only how it is divided into readings. The Neyman ratio becomes $N/\sqrt M$. For $M=40\,000$ it is 2 with 400 readings and 0.2 with 40 readings of 1000 counts each. Merging readings leaves the bias near one count per reading but reduces it relative to the standard error, without loss of statistical precision, provided that all readings have the same mean. If the mean differs from one merged group to the next, merging $k$ readings multiplies this extra variance by $k^2$ but the mean count by only $k$, so the extra bias in counts per merged reading grows as $k$. Per original reading it stays about the same: merging does not reduce this part of the bias. If instead the mean varies independently from reading to reading, the extra variance grows only as $k$ and the extra bias in counts per merged reading stays about constant. Using $\bar n$ removes the fitting bias without merging.

## A hafnium film

Consider X-ray fluorescence from a thin hafnium film, with rough typical parameters: thickness 10 nm, sensitivity 8 counts/nm per reading, a known background of 20 counts, and 400 readings of 0.1 s. The mean count is $8\times10+20=100$, and a fitted constant $c$ is converted to thickness by $t=(c-20)/8$ nm.

The standard error of the mean is $\sqrt{100/400}=0.5$ count, or 0.0625 nm. With $p=0.0025$ the biases are

$$-0.9975\left(1+\frac{0.995}{100}\right)=-1.0074\ \text{counts},$$
$$0.9975\left(\frac12-\frac{1.0025}{800}\right)=+0.4975\ \text{count}.$$

Division by 8 gives $-0.126$ nm and $+0.062$ nm. On average the Neyman fit reports 9.87 nm and the Pearson fit 10.06 nm.

In 20 000 simulated experiments the biases, measured from each experiment's own mean to reduce noise, were $-1.0080\pm0.0005$ and $+0.4976\pm0.0003$ count. The estimates scattered by 0.501 and 0.498 count, so the biases were $-2.01$ and $+1.00$ times the scatter. The second ratio illustrates the Pearson rule at $N=4\mu$. Zero counts play no part: the chance of even one in 400 readings is at most about $10^{-41}$.

A real measurement departs from this model in ways that can be sized with rough inputs. A detector dead time of 1 µs, if uncorrected, lowers the thickness by 0.012 nm when the detector receives only these 1000 counts per second. Scatter and other lines also cause dead time: at a total of 20 000 counts per second the loss would be 0.25 nm (0.20 nm if the subtracted background suffers the same loss), so this correction must be made. Self-absorption, with a common incoming and outgoing attenuation length of 5 µm and rays at 45°, lowers it by 0.028 nm. A background taken as the plain mean of 400 blank readings adds an uncertainty of 0.028 nm. If many blanks of the same dwell are instead fitted with the same chi-square as the film, their bias is nearly equal to the film's and almost cancels on subtraction. The dwell matters because the bias is about one count per reading: blanks counted ten times longer per reading and scaled down would cancel only about a tenth of it. A 0.2 % change of the film signal through tube drift, with the background unchanged, alters the result by 0.020 nm. A non-uniformity of 1 % rms between readings adds a variance of $(0.01\times80)^2=0.64$ counts², which changes the Neyman bias by only $-0.0008$ nm. Once dead time is corrected, the largest of these effects comes from the density. Fluorescence counts hafnium atoms per area, so a 2 % density difference from the calibration film shifts the thickness by 0.2 nm, more than either fitting bias. The example therefore concerns thickness at the calibration density, not total accuracy.

The dwell of 0.1 s is short, as in a mapping scan. With 10 s per reading and the same count rate, the sensitivity would be 800 counts/nm and, for a uniform film, the Neyman bias about $-1/800=-0.001$ nm. The missing count is still there, but it is now one in ten thousand. The computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
Hand sample (counts): [ 90 100 110]
  mean: 100.0000 counts
  Neyman estimate: 99.3311 counts
  Pearson estimate: 100.3328 counts
  minimum Neyman chi-square: 2.0067
  minimum Pearson chi-square: 1.9967
Three readings, mean 100 counts, by enumeration:
  Neyman bias: -0.66890 counts (formula -0.66889)
  Pearson bias: 0.33223 counts (formula 0.33222)
Infinitely many readings, biases from Poisson sums:
  mean 25 counts: Neyman -1.04588, Pearson 0.49510 counts
  mean 100 counts: Neyman -1.01031, Pearson 0.49876 counts
  mean 400 counts: Neyman -1.00252, Pearson 0.49969 counts
Mixture of means 90 and 110: variance 200.00 counts^2
  Neyman bias -2.0208, Pearson bias 0.9950 counts
Hafnium film example (rough typical parameters):
  thickness: 10.0 nm
  sensitivity: 8.0 counts/nm per reading
  background: 20 counts per reading
  mean count: 100 counts per reading
  readings: 400, dwell 0.1 s each
  simulated experiments: 20000
  chance of any zero count, at most: 1.5e-41
  standard error of mean: 0.500 counts = 0.0625 nm
  Neyman simulated bias: -1.0080 +/- 0.0005 counts
    formula: -1.0074 counts = -0.1259 nm
    spread of estimate: 0.5009 counts
    bias / spread: -2.013
  Pearson simulated bias: 0.4976 +/- 0.0003 counts
    formula: 0.4975 counts = 0.0622 nm
    spread of estimate: 0.4979 counts
    bias / spread: 0.999
  bias equals standard error near N = 100 (Neyman) and 400 (Pearson)
Neglected effects (rough inputs):
  dead time 1.0 us: -0.0125 nm
  self-absorption, length 5 um, rays at 45 deg: -0.0282 nm
  background from 400 blank readings: +/-0.0280 nm
  tube drift 0.2 %: +/-0.0200 nm
  non-uniformity 1 % rms, added Neyman bias: -0.00080 nm
  density mismatch 2 %: +/-0.200 nm
```
